# Small-q Response of the LKT and Pauli-Gaussian Kinetic Functionals: test program

```python
"""
Result under test (Rydberg units, plane-wave kinetic energy k^2, lengths in bohr):
a kinetic functional  T = int |grad n|^2/(4n) + int (3/5) kF^2 n theta(s),
theta = 1 - m s^2 + ..., s = |grad n|/(2 kF n), kF = (3 pi^2 n)^(1/3),
has at uniform density the kernel  K(q) = (2 pi^2/kF) (1 + c eta^2),
c = 3 - 9 m/5, eta = q/(2 kF), and the response chi = -1/K.
LKT: theta = 1/cosh(1.3 s).  Pauli-Gaussian (PG): theta = exp(-40 s^2/27).
The exact noninteracting (Lindhard) inverse response, in the same
normalization, is 1 + eta^2/3 + 8 eta^4/45 + ...
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

rs = 3.0
n0 = 3 / (4 * np.pi * rs**3)
kF = (3 * np.pi**2 * n0) ** (1 / 3)
K_TF = 2 * np.pi**2 / kF
a_lkt, mu_pg = 1.3, 40 / 27


def lkt(s):
    return 1 / np.cosh(a_lkt * s)


def gauss(s):
    return np.exp(-mu_pg * s**2)


def mean_energy(amp, eta, pauli, with_vw=True):
    """Mean kinetic energy density of n0*(1 + amp*cos(q x))."""
    phase = 2 * np.pi * np.arange(4000) / 4000
    n = n0 * (1 + amp * np.cos(phase))
    dn = -n0 * amp * 2 * kF * eta * np.sin(phase)
    k_loc = (3 * np.pi**2 * n) ** (1 / 3)
    s = np.abs(dn) / (2 * k_loc * n)
    t = 0.6 * k_loc**2 * n * pauli(s)
    if with_vw:
        t = t + dn**2 / (4 * n)
    return np.mean(t)


def curvature(amp, eta, pauli, with_vw=True):
    rise = (mean_energy(amp, eta, pauli, with_vw)
            - mean_energy(0.0, eta, pauli, with_vw))
    return 4 * rise / (amp * n0) ** 2


def kernel(eta, pauli, with_vw=True):
    """Zero-amplitude limit of the energy curvature (Richardson)."""
    big = curvature(0.01, eta, pauli, with_vw)
    small = curvature(0.005, eta, pauli, with_vw)
    return (4 * small - big) / 3


def lindhard_F(eta):
    """chi/chi(0) by principal-value quadrature over Fermi-sphere slices."""
    if eta < 1:
        val = quad(lambda x: 1 - x * x, -1, 1, weight='cauchy', wvar=-eta)[0]
    else:
        val = quad(lambda x: (1 - x * x) / (x + eta), -1, 1,
                   epsabs=1e-12, epsrel=1e-12, limit=200)[0]
    return val / (4 * eta)


def lindhard_closed(eta):
    return 0.5 + (1 - eta**2) / (4 * eta) * np.log(abs((1 + eta) / (1 - eta)))


def chi_by_diagonalization(eta, v):
    """Density response of a 3D gas to the potential 2 v cos(q x)."""
    q, nk, gmax = 2 * kF * eta, 800, 6
    k = -q / 2 + q * (np.arange(nk) + 0.5) / nk
    g = np.arange(-gmax, gmax + 1)
    ham = np.zeros((nk, g.size, g.size))
    idx = np.arange(g.size)
    ham[:, idx, idx] = (k[:, None] + q * g[None, :]) ** 2
    ham[:, idx[:-1], idx[1:]] = v
    ham[:, idx[1:], idx[:-1]] = v
    e, c = np.linalg.eigh(ham)
    # transverse states below the Fermi level, both spins
    weight = 2 * np.clip(kF**2 - e, 0, None) / (4 * np.pi)
    overlap = np.sum(c[:, :-1, :] * c[:, 1:, :], axis=1)
    return np.sum(weight * overlap) * (q / nk) / (2 * np.pi) / v


# Thomas-Fermi curvature from energies alone
K_TF_num = kernel(0.7, lambda s: np.ones_like(s), with_vw=False)
assert abs(K_TF_num / K_TF - 1) < 1e-6

# functional kernels: energies of modulated densities against the formula
m_lkt, m_pg = a_lkt**2 / 2, mu_pg
c_lkt, c_pg = 3 - 9 * m_lkt / 5, 3 - 9 * m_pg / 5
for pauli, c in ((lkt, c_lkt), (gauss, c_pg)):
    for eta in (0.2, 0.5, 1.0, 1.5):
        assert abs(kernel(eta, pauli) / K_TF - 1 - c * eta**2) < 1e-5
c_lkt_num = (kernel(0.5, lkt) / K_TF - 1) / 0.25
c_pg_num = (kernel(0.5, gauss) / K_TF - 1) / 0.25

# sech parameter that would reproduce the Lindhard coefficient
a_match = np.sqrt(80 / 27)
c_match = (kernel(0.5, lambda s: 1 / np.cosh(a_match * s)) / K_TF - 1) / 0.25
assert abs(c_match - 1 / 3) < 1e-4

# Lindhard function: diagonalization, quadrature and closed form
chi_diag = chi_by_diagonalization(0.6, 1e-3 * kF**2)
chi_quad = -lindhard_F(0.6) / K_TF
assert abs(chi_diag / chi_quad - 1) < 2e-3
for eta in (0.1, 0.5, 0.9, 1.2, 2.0):
    assert abs(lindhard_F(eta) - lindhard_closed(eta)) < 1e-9

# small-q coefficients of the inverse Lindhard function from quadrature
pts = np.array([0.10, 0.15, 0.20])
scaled = np.array([(1 / lindhard_F(p) - 1) / p**2 for p in pts])
_, c4_lind, c2_lind = np.linalg.solve(np.vander(pts**2, 3), scaled)
assert abs(c2_lind - 1 / 3) < 1e-5
assert abs(c4_lind - 8 / 45) < 1e-3

# large q: inverse Lindhard function approaches 3 eta^2 - 3/5
offset = 1 / lindhard_F(20.0) - 3 * 20.0**2
assert abs(offset + 0.6) < 2e-3


# LKT starts above Lindhard and crosses once; PG stays below
def gap_lkt(eta):
    return 1 + c_lkt * eta**2 - 1 / lindhard_F(eta)


eta_cross = brentq(gap_lkt, 1.0, 1.4)
for eta in np.arange(0.1, 4.0, 0.073):
    assert (gap_lkt(eta) > 0) == (eta < eta_cross)
    assert 1 + c_pg * eta**2 < 1 / lindhard_F(eta)

# order of limits: fixed amplitude, growing wave number
amp = 0.01
slopes = {}
for eta in (1.0, 100.0, 3000.0):
    slopes[eta] = [(curvature(amp, eta, p) / K_TF - 1) / eta**2
                   for p in (lkt, gauss)]
assert abs(slopes[1.0][0] - c_lkt) < 2e-3
assert abs(slopes[1.0][1] - c_pg) < 2e-3
assert all(abs(x - 3) < 0.02 for x in slopes[3000.0])

ry_ev = constants.value('Rydberg constant times hc in eV')
bohr_A = constants.value('Bohr radius') * 1e10
to_eVA5 = ry_ev * bohr_A**5

print(f"r_s = {rs:.1f} bohr")
print(f"density n0 = {n0:.6f} bohr^-3")
print(f"Fermi wave number kF = {kF:.5f} bohr^-1")
print(f"Thomas-Fermi kernel 2 pi^2/kF = {K_TF:.4f} Ry bohr^3")
print(f"same, from modulated energies = {K_TF_num:.4f} Ry bohr^3")
print(f"chi(q->0) = {-1 / K_TF:.6f} Ry^-1 bohr^-3")
print(f"m: LKT {m_lkt:.4f}, PG {m_pg:.6f} (dimensionless)")
print("Coefficient of eta^2 in inverse response (dimensionless):")
print(f"  LKT formula {c_lkt:.5f}, from energies {c_lkt_num:.5f}")
print(f"  PG  formula {c_pg:.5f}, from energies {c_pg_num:.5f}")
print(f"  Lindhard from quadrature {c2_lind:.5f}")
print(f"  ratio LKT/Lindhard = {c_lkt / c2_lind:.4f}")
print(f"  ratio PG/Lindhard = {c_pg / c2_lind:.4f}")
print(f"Lindhard eta^4 coefficient: quadrature {c4_lind:.4f}, 8/45 = {8/45:.4f}")
print(f"sech parameter matching Lindhard = {a_match:.5f}, c = {c_match:.5f}")
print("Coefficient of q^2 in K(q):")
for name, c in (("LKT", c_lkt), ("PG", c_pg), ("Lindhard", c2_lind)):
    b = c * K_TF / (4 * kF**2)
    print(f"  {name}: {b:.4f} Ry bohr^5 = {b * to_eVA5:.4f} eV Angstrom^5")
print("Normalized inverse response: eta, LKT, PG, Lindhard")
for eta in (0.1, 0.2, 0.5, 1.0, 1.5, 2.0):
    print(f"  {eta:.1f}  {1 + c_lkt * eta**2:.5f}  {1 + c_pg * eta**2:.5f}"
          f"  {1 / lindhard_F(eta):.5f}")
print(f"LKT crosses Lindhard at eta = {eta_cross:.4f}")
print(f"Lindhard inverse minus 3 eta^2 at eta = 20: {offset:.4f}")
print(f"chi at eta = 0.6: diagonalization {chi_diag:.6f},"
      f" quadrature {chi_quad:.6f} Ry^-1 bohr^-3")
print(f"Finite-amplitude slope, A = {amp}: eta, A*eta, LKT, PG")
for eta, (x, y) in slopes.items():
    print(f"  {eta:.0f}  {amp * eta:.2f}  {x:.4f}  {y:.4f}")
print("success")
```

Output:

```
r_s = 3.0 bohr
density n0 = 0.008842 bohr^-3
Fermi wave number kF = 0.63972 bohr^-1
Thomas-Fermi kernel 2 pi^2/kF = 30.8560 Ry bohr^3
same, from modulated energies = 30.8560 Ry bohr^3
chi(q->0) = -0.032409 Ry^-1 bohr^-3
m: LKT 0.8450, PG 1.481481 (dimensionless)
Coefficient of eta^2 in inverse response (dimensionless):
  LKT formula 1.47900, from energies 1.47900
  PG  formula 0.33333, from energies 0.33333
  Lindhard from quadrature 0.33333
  ratio LKT/Lindhard = 4.4370
  ratio PG/Lindhard = 1.0000
Lindhard eta^4 coefficient: quadrature 0.1777, 8/45 = 0.1778
sech parameter matching Lindhard = 1.72133, c = 0.33333
Coefficient of q^2 in K(q):
  LKT: 27.8785 Ry bohr^5 = 15.7397 eV Angstrom^5
  PG: 6.2832 Ry bohr^5 = 3.5474 eV Angstrom^5
  Lindhard: 6.2832 Ry bohr^5 = 3.5474 eV Angstrom^5
Normalized inverse response: eta, LKT, PG, Lindhard
  0.1  1.01479  1.00333  1.00335
  0.2  1.05916  1.01333  1.01363
  0.5  1.36975  1.08333  1.09652
  1.0  2.47900  1.33333  2.00000
  1.5  4.32775  1.75000  6.07163
  2.0  6.91600  2.33333  11.36100
LKT crosses Lindhard at eta = 1.0929
Lindhard inverse minus 3 eta^2 at eta = 20: -0.6003
chi at eta = 0.6: diagonalization -0.028185, quadrature -0.028185 Ry^-1 bohr^-3
Finite-amplitude slope, A = 0.01: eta, A*eta, LKT, PG
  1  0.01  1.4791  0.3335
  100  1.00  1.9935  1.3601
  3000  30.00  2.9962  2.9961
success
```
